Symmetrized plane waves and block sizes of the plane-wave Hamiltonian, part 2

The Hamiltonian H = −½∇² + V(r), in Hartree atomic units, has a lattice-periodic local V, a symmorphic space group and no spin-orbit coupling. The basis is the N waves |q⟩ = Ω^(−1/2) exp(iq·r), q = k + G, with |q| below a cutoff; G is a reciprocal lattice vector and Ω the primitive-cell volume. With V(G) = Ω⁻¹ ∫ V(r) exp(−iG·r) d³r,

H(q,q′) = ½|q|² δ_qq′ + V(q−q′).

The little group K, of order g, contains the point operations R that change k at most by a reciprocal lattice vector. They act by P_R|q⟩ = |Rq⟩, and Lemma 3 gives H(Rq,Rq′) = H(q,q′). Irrep α has unitary matrices D^α(R) of dimension d_α, with

Σ_R D^α_ij(R) D^β_kl(R)* = (g/d_α) δ_αβ δ_ik δ_jl. (1)

The projection operators are

P^α_ij = (d_α/g) Σ_R D^α_ij(R)* P_R.

A star s is the set of |s| waves reached from q₀ by K; R fixes f_s(R) of them. The stabilizer S of q₀ has order |S| = g/|s|, and t_q ∈ K takes q₀ to q. Vectors u^a form an orthonormal basis of the range of Π = (1/|S|) Σ_{X∈S} D^α(X). By Lemma 5, Π is an orthogonal projector of rank m_α(s), the number of times α occurs in s, and D^α(X)Π = Π for X in S. With N_α the size of the block h^α,

|s| = Σ_α d_α m_α(s), N = Σ_α d_α N_α. (3)

Still to be proved: (b) the functions

|s a; α i⟩ = √(d_α/|s|) Σ_{q∈s} [D^α(t_q)u^a]_i* |q⟩

form an orthonormal basis and transform as partner i of irrep α; (c) in this basis H has the form

⟨a; α i|H|b; β j⟩ = δ_αβ δ_ij h^α_ab,

with

h^α(sa,s′b) = √(|s|/|s′|) Σ_{p∈s′} Σ_i u^a_i [D^α(t_p)u^b]_i* H(q₀,p).

The example is the P point k = (2π/a)(½,½,½) of a bcc crystal with cube edge a. There K is T_d, A₁ is the identity irrep and the matrices R form T₂. The cutoff |q|² ≤ 8.75 (2π/a)² keeps 68 waves in six stars, with block sizes 6, 1, 5, 6, 11 for A₁, A₂, E, T₁, T₂.

### Proof of part (b)

Apply the projection operator to the representative. Every R in K can be written once as t_qX, with q in the star and X in S, and then Rq₀ = q. Thus

P^α_ij|q₀⟩ = (d_α/g) Σ_{q∈s} Σ_{X∈S} [D^α(t_q)D^α(X)]_ij* |q⟩.

The sum over X gives |S|Π, and |S|/g = 1/|s|. Hence

P^α_ij|q₀⟩ = (d_α/|s|) Σ_{q∈s} [D^α(t_q)Π]_ij* |q⟩.

Now write Π_kj = Σ_a u^a_k (u^a_j)*. After complex conjugation the factor (u^a_j)* becomes u^a_j, so

P^α_ij|q₀⟩ = √(d_α/|s|) Σ_a u^a_j |s a; α i⟩, (7)

with the functions defined in the theorem. Multiplying by (u^b_j)* and summing over j isolates one of them:

|s b; α i⟩ = √(|s|/d_α) Σ_j (u^b_j)* P^α_ij|q₀⟩. (8)

The result does not depend on which t_q was chosen. A different choice is t_qX, and D^α(t_qX)u^a = D^α(t_q)u^a by Lemma 5.

Functions from different stars contain different plane waves and are orthogonal. Within one star, the sum over q can be written as a sum over all R divided by |S|, because each wave is reached |S| times and every such operation gives the same coefficient. Therefore

⟨s a; α i|s b; β j⟩ = [√(d_α d_β)/g] Σ_R Σ_{k,l} D^α_ik(R) D^β_jl(R)* u^a_k (u^b_l)*.

Equation (1) leaves δ_αβ δ_ij Σ_k u^a_k (u^b_k)* = δ_αβ δ_ij δ_ab. There are Σ_α d_α m_α(s) such functions in the star, which is |s| by equation (3), so they form a complete basis of it.

Finally let q′ = Rq. The operation Rt_q takes q₀ to q′ and may serve as t_q′. Then D^α(t_q) = D^α(R⁻¹)D^α(t_q′), and

P_R|s a; α i⟩ = √(d_α/|s|) Σ_{q′∈s} [D^α(R⁻¹)D^α(t_q′)u^a]_i* |q′⟩ = Σ_j D^α_ji(R) |s a; α j⟩. (9)

The last step again uses D^α_ij(R⁻¹)* = D^α_ji(R). This is the transformation law of partner i. ∎

### Proof of part (c)

Let M_ij = ⟨s a; α i|H|s′ b; β j⟩. Because P_R is unitary and commutes with H, both functions may be rotated without changing the matrix element. By equation (9),

M_ij = Σ_{k,l} D^α_ki(R)* D^β_lj(R) M_kl.

The left side does not depend on R, so the right side may be averaged over K. Equation (1) gives

M_ij = δ_αβ δ_ij (1/d_α) Σ_k M_kk.

This is the form stated at the beginning, with h^α equal to the average over partners. Inserting the plane-wave coefficients into that average, the factor √(d_α/|s|)·√(d_α/|s′|)/d_α becomes 1/√(|s||s′|), and

h^α(sa,s′b) = [1/√(|s||s′|)] Σ_{q∈s} Σ_{q′∈s′} Σ_i [D^α(t_q)u^a]_i [D^α(t_q′)u^b]_i* H(q,q′).

For fixed q put q′ = t_q p. As q′ runs through s′, so does p, and t_q t_p may serve as t_q′. The common unitary matrix D^α(t_q) drops out of the sum over i. Lemma 3 turns H(t_q q₀,t_q p) into H(q₀,p). All |s| values of q then contribute equally, and |s|/√(|s||s′|) = √(|s|/|s′|). This is the formula of part (c). ∎

The square root does not prevent the block from being Hermitian. If the two stars differ in size, exchanging them changes both the factor and the number of terms in the sum; if they are equal in size, the factor is one. The theorem does not forbid two levels from different blocks, or two levels of one block, from coinciding at special parameter values. Such coincidences are accidental with respect to K. Symmetries outside K can also enforce coincidences at all parameter values. Time reversal is the common case: if V is real and −k differs from k by a reciprocal lattice vector, complex conjugation turns the functions of an irrep α into those of the conjugate irrep α*. Two inequivalent irreps with complex-conjugate characters then have blocks with the same eigenvalues, and the number of distinct levels is smaller than the sum of the block sizes. All irreps of T_d have real characters, so no such pairing of blocks arises in the example below.

### Worked example: the first star

Place on every bcc site a Gaussian well of depth v₀ = 1 hartree and width w = 1 bohr, with a = 6 bohr:

V(r) = −v₀ Σ_sites exp(−|r−r_site|²/(2w²)).

This is a round model potential. Its symmetry about a site is that of the full cubic group. This contains T_d, and invariance under T_d is all that the theorem uses at P. The integral of the lattice sum over one cell equals the integral of one well over all space, and the cell volume is a³/2, so

V(G) = −v₀ (2π)^(3/2) w³/(a³/2) exp(−|G|²w²/2).

The two coefficients needed are V(000) = −0.1458 hartree and V(110) = −0.0487 hartree.

Choose q₀ = (½,½,½) in units of 2π/a. Its stabilizer consists of the six permutations of the components. For A₁, u = 1 and every coefficient is √(1/4) = ½. For T₂, D(R) = R and the invariant unit vector is u = (1,1,1)/√3. Since t_q carries (½,½,½) to q, partner i has the coefficient

√(3/4)·sgn(q_i)/√3 = ½ sgn(q_i).

For the waves (½,½,½), (½,−½,−½), (−½,½,−½) and (−½,−½,½), the first T₂ partner has coefficients ½, ½, −½, −½.

The meaning of these functions is seen near the site at the origin. The A₁ function tends to the constant 2Ω^(−1/2). In the first T₂ partner the constant terms cancel, and the linear term is

Ω^(−1/2) (i/2) Σ_q sgn(q_x) q·r = iΩ^(−1/2) (2π/a) x,

because the products of signs that multiply y and z sum to zero over the star. To leading order around that site the A₁ function is s-like and the T₂ functions are p-like. Since T_d contains no inversion, higher terms need not have the same parity: the first T₂ partner also has the d-like quadratic term −½Ω^(−1/2)(2π/a)² yz.

Any two different waves of this star differ by a vector of type (110). For A₁ the sum over i in part (c) equals one for all four waves. For T₂ it is one for p = q₀ and (1−1−1)/3 = −1/3 for each of the other three. The first-star energies, with the kinetic energy of 0.4112 hartree, are

E(A₁) = 0.4112 + V(000) + 3V(110) = 0.4112 − 0.1458 − 0.1461 = 0.1193 hartree,
E(T₂) = 0.4112 + V(000) − V(110) = 0.4112 − 0.1458 + 0.0487 = 0.3141 hartree.

The attractive V(110) lowers the combination that is large at the site and raises those that vanish there.

The next star contains (3/2,½,−½) and eleven further waves. Measured from q₀, six of them differ by a (110) vector, three by (200) and three by (211). The A₁ coupling between the two stars is therefore

√(4/12)·[6V(110) + 3V(200) + 3V(211)] = √3 [2V(110) + V(200) + V(211)].

Starting instead from the star of twelve, the factor is √(12/4) and the sum has four terms. From (3/2,½,−½) the differences are two (110) vectors, one (200) and one (211), which gives the same value.

### Worked example: all 68 waves

With all six stars, the lowest A₁ level is 0.0711 hartree, or 1.93 eV, and the lowest T₂ level is 0.3041 hartree, or 8.27 eV. Energies are measured from the potential in the absence of wells. Both levels lie below their first-star values. They could not lie above them, because enlarging a block cannot raise its lowest eigenvalue. With 736 waves the same levels are 0.0709 and 0.3040 hartree.

Diagonalizing the unsymmetrized matrix of 68 waves gives 29 distinct levels, where eigenvalues closer than 10⁻⁸ hartree are counted as one. This equals the sum of the block sizes, 6+1+5+6+11. A test labelled each level by the trace of the operations on its eigenspace; each level carried one irrep, and the levels agreed with the block eigenvalues. This model therefore shows no accidental degeneracy at that resolution.

If the work of a dense diagonalization is taken to grow as the cube of the matrix size, the comparison is 68³ = 314432 against

6³ + 1³ + 5³ + 6³ + 11³ = 1889,

a ratio of about 166. The estimate leaves out the work of building the matrices. One copy of each repeated block is enough, since the other partners have the same eigenvalues.

### Remark: a cutoff that breaks the symmetry

Suppose the waves are selected by |G| instead of |k+G|. Since G = q−k, an operation replaces |q−k| by |Rq−k| = |q−R⁻¹k|. This equals |q−k| for every q if Rk = k without the addition of a reciprocal lattice vector. At P that is true of the six permutations of components, and these are the operations found to preserve the set of 55 waves with |G|² ≤ 8 (2π/a)².

The six permutations are the identity, two threefold rotations and three mirrors, on which T₂ has characters 3, 0 and 1. The identity irrep of this smaller group occurs (3+0+3)/6 = 1 time, so the triplet may separate into a singlet and a pair. The calculation gives 0.304258 hartree for the singlet and 0.304362 hartree for the pair, a splitting of 1.0×10⁻⁴ hartree where the crystal has a threefold level. The splitting is an artefact of the basis set, because the potential is unchanged.

### Remark: fractional translations

In a nonsymmorphic crystal an operation may consist of R followed by a fractional translation τ, so that (Pf)(r) = f(R⁻¹(r−τ)). Then

P|q⟩ = exp(−i(Rq)·τ) |Rq⟩,

and the trace over a star is Σ_{Rq=q} exp(−iq·τ) instead of the number of fixed waves. Moreover, the product of two such operations can differ from the chosen third one by a lattice translation T, which acts at k as exp(−ik·T). At a zone boundary these phases may be impossible to remove; ordinary irreps must then be replaced by projective ones. At k = 0 the phases exp(−ik·T) equal one, and ordinary irreps suffice.

A two-dimensional glide shows the effect at k = 0. Let (x,y) → (x+c/2,−y) in a rectangular cell of length c = 6 bohr and height 5 bohr, with two Gaussian wells exchanged by the glide. Applying the glide twice gives a lattice translation, so its eigenvalues at k = 0 are ±1. The basis has 49 waves, with both integer indices running from −3 to 3. The mirror fixes seven of them, with q = (2πh/c,0) and phases exp(−iπh) = (−1)^h. Three of these phases are +1 and four are −1, so the trace is −1. The number of even states is half the sum of the dimension and the trace:

(49 − 1)/2 = 24.

A plain permutation character would give (49+7)/2 = 28. Evaluating the eigenfunctions at points related by the glide gives 24 even states.

### Remark: spin

Without spin-orbit coupling and with the same potential for both spins, H acts equally on the two spin components, and every block appears twice as often. If the two spins have different potentials with the same spatial symmetry, the block sizes are the same for each spin, but the energies may differ.

Spin-orbit coupling ties the rotation of the spinor to that of space. An operation then acts on |q⟩ by permutation and on the spinor by a 2×2 matrix U(R), and the trace of the combined action on a star is f_s(R) Tr U(R). Because the sign of U(R) changes under a rotation by 2π, this trace must be decomposed into irreps of the double group. The permutation character remains as one factor, but it no longer gives the block sizes on its own.

The numerical output lists the multiplicities star by star and the lowest level of each irrep.

Computed results

```
lattice constant 6.0 bohr, depth 1.0 Ha, width 1.0 bohr
2 pi/a = 1.047198 bohr^-1; little group order 24
plane waves 68, stars 6
star: representative q (2pi/a), |q|^2 ((2pi/a)^2), waves, stabilizer order, multiplicities A1 A2 E T1 T2
 1: (0.5,0.5,0.5) 0.75 4 6 | 1 0 0 0 1
 2: (1.5,0.5,-0.5) 2.75 12 2 | 1 0 1 1 2
 3: (1.5,1.5,0.5) 4.75 12 2 | 1 0 1 1 2
 4: (2.5,0.5,0.5) 6.75 12 2 | 1 0 1 1 2
 5: (1.5,1.5,-1.5) 6.75 4 6 | 1 0 0 0 1
 6: (2.5,1.5,-0.5) 8.75 24 1 | 1 1 2 3 3
first star: q (2pi/a) | A1 coefficient | T2 coefficients, rows 1-3
  [0.5 0.5 0.5] | 0.500 | 0.500 0.500 0.500
  [ 0.5 -0.5 -0.5] | 0.500 | 0.500 -0.500 -0.500
  [-0.5  0.5 -0.5] | 0.500 | -0.500 0.500 -0.500
  [-0.5 -0.5  0.5] | 0.500 | -0.500 -0.500 0.500
irrep: dimension, block size, lowest level (Ha)
 A1: 1, 6, 0.071066
 A2: 1, 1, 4.741353
 E: 2, 5, 1.366038
 T1: 3, 6, 1.448885
 T2: 3, 11, 0.304065
distinct levels in full diagonalization: 29
N^3 = 314432, sum of block sizes cubed = 1889, ratio 166.5
first-star kinetic energy 0.411234 Ha
V(000) = -0.145830 Ha, V(110) = -0.048707 Ha
first star alone: A1 0.119284 Ha, T2 0.314111 Ha
all 68 waves: A1 0.071066 Ha = 1.9338 eV
all 68 waves: T2 0.304065 Ha = 8.2740 eV
736 waves: A1 0.070934 Ha, T2 0.304005 Ha
cutoff |G|^2 <= 8 (2pi/a)^2: 55 waves, 6 operations keep the set
 levels 2-4 (Ha): 0.304258 0.304362 0.304362
 splitting of the T2 level: 1.045e-04 Ha
glide cell 6.0 x 5.0 bohr, depth 1.0 Ha, width 0.6 bohr, site height 1.0 bohr
glide crystal: 49 waves, 7 fixed by the mirror
 even states found in real space: 24
 predicted with phases: 24; without: 28
```
